# The Slab-Truncated Coulomb Kernel and the Dielectric Function of a Layer

**Q.** A plane-wave calculation repeats a layer periodically along $z$, with vacuum in between. Why interfere with the Coulomb interaction? Surely enough vacuum will do.

**A.** At long in-plane wavelength it will not. A charge wave of in-plane wavenumber $q$ has a potential that decays over a height $1/q$. Whatever the period $L$, the copies interact once $q\lesssim 1/L$, and optics needs $q\to0$.

I therefore keep the interaction only for vertical separations below $L/2$:
$$v(\mathbf r)=\frac{\theta(L/2-|z|)}{r},\qquad r=\sqrt{\rho^2+z^2}.$$
I use Hartree atomic units, with $\rho$ the in-plane distance.

**Q.** That also cuts interactions inside the layer.

**A.** Not if $L\ge 2d$, where $d$ is the thickness containing the electron density and its response. Two points of one layer are separated vertically by at most $d\le L/2$, so their interaction is kept. Points in different copies are at least $L-d\ge L/2$ apart, so theirs is removed. Inside the layer the periodic cell then reproduces the isolated layer. In the vacuum the truncated potential differs from the isolated one.

**Q.** Then derive the transform. The in-plane integral of $1/r$ does not even converge absolutely.

**A.** It is understood with a convergence factor that is removed at the end. Define
$$\phi(q,z)=\int d^2\rho\,\frac{e^{-i\mathbf q\cdot\boldsymbol\rho}}{\sqrt{\rho^2+z^2}} .$$
Poisson's equation, $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, becomes after the in-plane transform
$$\left(\partial_z^2-q^2\right)\phi=-4\pi\delta(z).$$
Away from $z=0$ the decaying solution is $\phi=Ce^{-q|z|}$. Integrating across $z=0$ fixes the jump of the slope: $-2qC=-4\pi$. Hence
$$\phi(q,z)=\frac{2\pi}{q}e^{-q|z|}.$$

Now cut at a general height $R$ and transform along $z$. The integrand is even, so
$$v(q,G_z)=\frac{4\pi}{q}\int_0^R e^{-qz}\cos(G_zz)\,dz
=\frac{4\pi}{q}\,\mathrm{Re}\,\frac{1-e^{-(q-iG_z)R}}{q-iG_z}.$$
Multiplying numerator and denominator by $q+iG_z$, the real part is
$$\frac{q-e^{-qR}\left[q\cos(G_zR)-G_z\sin(G_zR)\right]}{q^2+G_z^2}.$$
Therefore
$$v=\frac{4\pi}{q^2+G_z^2}\left\{1+e^{-qR}\left[\frac{G_z}{q}\sin(G_zR)-\cos(G_zR)\right]\right\}.$$

**Q.** The formula I know has no sine.

**A.** It disappears for a particular choice. The cell allows $G_z=2\pi n/L$ with integer $n$. If $R=L/2$, then $G_zR=n\pi$ and the sine vanishes:
$$v(q,G_z)=\frac{4\pi}{G^2}\left[1-e^{-qL/2}\cos(G_zL/2)\right],\qquad G^2=q^2+G_z^2 .$$
Here $G$ is the length of the complete wavevector. In a crystal $q$ means the length of the in-plane wavevector including any in-plane reciprocal vector. The cosine is simply $(-1)^n$.

The sine matters for other cutoffs. With $L=20$ bohr, $q=0.15\ \mathrm{bohr}^{-1}$, $n=1$ and $R=7$ bohr, direct quadrature gives $186.5\ \mathrm{bohr}^2$. Omitting the sine would give $125.0\ \mathrm{bohr}^2$.

**Q.** What happens as $q\to0$? The prefactor still contains $1/q^2$ when $G_z=0$.

**A.** The bracket cancels one power. With $x=qL/2$,
$$1-e^{-x}=x-\frac{x^2}{2}+\frac{x^3}{6}-\cdots,$$
so the $G_z=0$ element, which I call the head, is
$$v_{00}=\frac{4\pi}{q^2}(1-e^{-x})=\frac{2\pi L}{q}-\frac{\pi L^2}{2}+\frac{\pi L^3q}{12}-\cdots .$$
For $L=20$ bohr and $q=0.001\ \mathrm{bohr}^{-1}$, the first two terms are $125663.7-628.3=125035.4\ \mathrm{bohr}^2$. The full head is $125037.5\ \mathrm{bohr}^2$; the third term accounts for the difference.

For $G_z\ne0$ the denominator stays finite, and the parity of $n$ decides:
$$v\to\frac{8\pi}{G_z^2}\quad(n\ \text{odd}),\qquad
v\to\frac{2\pi Lq}{G_z^2}\quad(n\ \text{even}).$$

**Q.** An interaction that vanishes for every second wavevector looks like an artefact.

**A.** It is the transform of the potential of a charged sheet on a finite interval. Expand before integrating over $z$:
$$\frac{2\pi}{q}e^{-q|z|}=\frac{2\pi}{q}-2\pi|z|+O(q).$$
The constant contributes only to $n=0$, where it gives $2\pi L/q$. For $n\ne0$, integration by parts gives
$$-4\pi\int_0^{L/2}z\cos(G_zz)\,dz=\frac{4\pi}{G_z^2}\left[1-\cos(G_zL/2)\right],$$
because the boundary term contains $\sin(n\pi)=0$. This is $8\pi/G_z^2$ or zero. For $n=0$ the same integral is $-\pi L^2/2$, the constant term of the head. The alternation describes a triangular function, not a missing interaction.

**Q.** Now the dielectric function. Which one do you mean?

**A.** First the usual macroscopic one, in the random-phase approximation (RPA). Let $V$ be an electron's potential energy, $n$ the induced number density, and $\chi_0$ the response to the total potential:
$$n=\chi_0V,\qquad V=V_{\rm ext}+vn,\qquad V_{\rm ext}=(1-v\chi_0)V .$$
So $\epsilon=1-v\chi_0$, a matrix in reciprocal vectors, and $\epsilon_M=1/(\epsilon^{-1})_{00}$.

Apply an external potential with only the component $0$. Let $\bar v$ be $v$ with its head set to zero, and let $V_0$ be component $0$ of the total potential. All other components of $V$ come from $\bar vn$, hence
$$n=\chi_0(V_0e_0+\bar vn)\ \Rightarrow\ n=\bar\chi V_0e_0,\qquad
\bar\chi=(1-\chi_0\bar v)^{-1}\chi_0,$$
where $e_0$ is the unit vector for component $0$. Since $V_0=V_{\rm ext}+v_{00}\bar\chi_{00}V_0$,
$$\epsilon_M=\frac{V_{\rm ext}}{V_0}=1-v_{00}\bar\chi_{00}.$$
The local fields are all inside $\bar\chi$.

**Q.** Your head still diverges as $1/q$. Why does $\epsilon_M$ not diverge?

**A.** Because the response of a gapped layer vanishes faster. Its transitions connect filled to empty states, with matrix elements of $e^{i\mathbf q\cdot\mathbf r}$. At $q=0$ these vanish by orthogonality, so they are $O(q)$. In the static case the energy denominators are at least the gap. Thus $(\chi_0)_{00}$, with two such elements, is $O(q^2)$. The wings $(\chi_0)_{0G}$, with one, are at most $O(q)$.

**Q.** Wings of order $q$ could spoil the result.

**A.** Expanding the definition of $\bar\chi$ gives
$$\bar\chi_{00}=(\chi_0)_{00}+\sum_{G,G'\ne0}(\chi_0)_{0G}\left[\bar v(1-\chi_0\bar v)^{-1}\right]_{GG'}(\chi_0)_{G'0}.$$
There is a wing at each end. The bracket is finite because $\bar v$ is finite, provided the layer has no instability that makes the inverse singular. The sum is therefore $O(q^2)$ as well, and we can write
$$\bar\chi_{00}=-\frac{q^2\alpha}{L}+\cdots .$$

To see the sign and meaning of $\alpha$, note that the force on an electron is $-iqV_0$. It produces a number-dipole per area $P=-i\alpha qV_0$. Charge conservation gives the sheet density $-iqP=-q^2\alpha V_0$. Dividing by $L$ gives the cell-averaged density. Thus $\alpha$ is the in-plane polarizability per area, a length. In an anisotropic layer it is the component along $\mathbf q$.

**Q.** Could $\alpha$ itself depend on $L$ through $\bar v$?

**A.** Not at this order, if $L\ge2d$. Inside the layer, $\bar v$ acts as
$$\frac{2\pi}{q}e^{-q|z-z'|}-\frac{v_{00}}{L}=-2\pi|z-z'|+\frac{\pi L}{2}+O(q).$$
The period enters solely through $v_{00}/L$, which is constant in $z$. Such a constant couples net charge to net charge, each $O(q^2)$, and changes $\bar\chi_{00}$ only at $O(q^4)$.

**Q.** Show me a case in which local fields really change $\alpha$.

**A.** Take a layer with normalized profile $p(z)$ and a tilted polarizability tensor, so that an in-plane force $F_x$ also produces a normal dipole. Let $F_z$ be the normal force and $\bar F_z=\int pF_z\,dz$. As $q\to0$, the density $-\partial_zP_z(z)$ inserted in Poisson's equation gives $F_z=-4\pi P_z(z)$. With $P_z(z)=p(z)P_z$ and $I=\int p^2dz$,
$$\bar F_z=-4\pi IP_z,\qquad P_z=\alpha_{xz}F_x+\alpha_{zz}\bar F_z
=\frac{\alpha_{xz}F_x}{1+4\pi I\alpha_{zz}} .$$
Inserting $\bar F_z$ into $P_x=\alpha_{xx}F_x+\alpha_{xz}\bar F_z$ yields
$$\alpha=\alpha_{xx}-\frac{4\pi I\alpha_{xz}^2}{1+4\pi I\alpha_{zz}} .$$
For $\alpha_{xx}=2.6526$, $\alpha_{xz}=0.5$, $\alpha_{zz}=0.8$ bohr and $I=0.15\ \mathrm{bohr}^{-1}$, this is $2.4647$ bohr. Inverting the dielectric matrix gives the same value to these digits. The wings change the coefficient, not the power of $q$.

**Q.** Then put the pieces together.

**A.** Multiplying the head by $q^2\alpha/L$ gives
$$\epsilon_M\simeq1+\frac{4\pi\alpha}{L}\left(1-e^{-qL/2}\right)
=1+2\pi\alpha q\,\frac{1-e^{-x}}{x},\qquad x=\frac{qL}{2}.$$
The approximation is to keep only the leading term of $\bar\chi_{00}$, so this is a law for small $q$. At larger $q$ the thickness of the layer and the period also enter $\bar\chi_{00}$. For the tilted layer above, $4\pi I$ becomes $4\pi I-2\pi q$, so $\alpha$ has a correction linear in $q$. It adds $4\pi^2\alpha_{xz}^2q^2/(1+4\pi I\alpha_{zz})^2$ to $\epsilon_M$, which is small here but of the same order as the first correction from the last fraction. The last fraction tends to one, so
$$\epsilon_M\to1+2\pi\alpha q\to1 .$$
The limiting slope $2\pi\alpha$ does not contain $L$.

**Q.** So a polarizable layer ends up with the dielectric constant of vacuum?

**A.** It does not stop being polarizable. A potential $V_0$ induces a sheet density $-q^2\alpha V_0$, and a sheet density produces a potential through $2\pi/q$. Their product is $-2\pi\alpha qV_0$. At long wavelength the polarization charges are few and far apart, and their field spreads into the vacuum. They cannot screen a uniform in-plane field.

Compare the untruncated kernel $4\pi/q^2$. For a mirror-symmetric model layer, whose normal dipole does not couple to the in-plane force, it gives
$$\epsilon_M\to1+\frac{4\pi\alpha}{L}.$$
This describes a stack of layers. It depends on the chosen vacuum and tends to one only if $L$ is increased.

**Q.** I want an $\alpha$ calculated from electronic states, not inserted by hand.

**A.** Take a gapped two-dimensional Dirac model,
$$H=u(k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad E=\sqrt{u^2k^2+m^2},$$
with $g$ independent flavours, lower band full and upper band empty. The states are spinors along or against a unit vector $\mathbf n$ with polar angle $\theta$, $\tan\theta=uk/m$. The squared interband overlap for neighbouring wavevectors is
$$\frac{1-\mathbf n\cdot\mathbf n'}{2}=\frac{|\mathbf n-\mathbf n'|^2}{4}\simeq\frac{q^2|\partial_{k_x}\mathbf n|^2}{4}.$$
The two time orderings contribute $2/(2E)=1/E$, so
$$\alpha=g\int\frac{d^2k}{(2\pi)^2}\frac{|\partial_{k_x}\mathbf n|^2}{4E}.$$
The radial derivative of $\mathbf n$ has length $d\theta/dk=um/E^2$, the tangential one $\sin\theta/k=u/E$. The angular average of $|\partial_{k_x}\mathbf n|^2$ is half the sum of their squares. With $u^2k\,dk=E\,dE$,
$$\alpha=\frac{g}{16\pi}\int_m^\infty\left(\frac{m^2}{E^4}+\frac1{E^2}\right)dE
=\frac{g}{16\pi}\left(\frac1{3m}+\frac1m\right)=\frac{g}{12\pi m}.$$
For $m=0.04$ hartree and $g=4$, $\alpha=4/(12\pi\times0.04)=2.653$ bohr, or $1.404$ Å. A sum over numerically diagonalized states agrees. The slope is $2\pi\alpha=16.67$ bohr.

**Q.** And in a layer of finite thickness?

**A.** I give this response a cosine-squared profile of thickness $d=10$ bohr and invert the dielectric matrix, with $u=0.2$ a.u. and $\alpha_{zz}=0.8$ bohr. The velocity drops out as $q\to0$, but the values at $q=0.1\ \mathrm{bohr}^{-1}$ below depend on it. At $q=0.001\ \mathrm{bohr}^{-1}$:

| $L$ (bohr) | $\epsilon_M$, truncated | $\epsilon_M$, untruncated |
|---|---:|---:|
| 20 | 1.0166 | 2.667 |
| 40 | 1.0165 | 1.833 |

The leading estimate is $1+16.67\times0.001=1.0167$. The untruncated values follow $1+4\pi\times2.653/L$.

**Q.** At $q=0.1\ \mathrm{bohr}^{-1}$ your truncated $\epsilon_M$ is $1.785$ for $L=20$ bohr but $1.430$ for $L=40$ bohr. You promised an isolated layer.

**A.** The induced density is that of an isolated layer, but $\epsilon_M$ averages the truncated periodic potential over the whole cell, vacuum included. To remove this dependence, average the potential over the layer: $\bar V=\int pV\,dz$.

In this mirror-symmetric model the induced density is $-q^2\alpha(q)p(z)\bar V$. It is even in $z$, so its normal force is odd and has zero average over $p$. Averaging the potential it produces gives
$$\bar V=V_{\rm ext}-2\pi\alpha(q)qF(q)\bar V,\qquad
F=\iint p(z)p(z')e^{-q|z-z'|}dz\,dz'.$$
Thus
$$\epsilon_{\rm layer}=\frac{V_{\rm ext}}{\bar V}=1+2\pi\alpha(q)qF(q).$$
At $q=0.1\ \mathrm{bohr}^{-1}$ this is $2.337$ for both periods. At $q=0.001\ \mathrm{bohr}^{-1}$ it is $1.0166$. Since $F\to1$, this function also tends to one, with the same slope.

The condition $L\ge2d$ is needed. With $L=10$ bohr the result at $q=0.1\ \mathrm{bohr}^{-1}$ is $2.345$, about $0.3\%$ above the isolated value. The error is small here, but it is a real error of the cell.

**Q.** If $\epsilon_M\to1$ at every frequency, where is the optical spectrum?

**A.** In the slope:
$$\alpha(\omega)=\lim_{q\to0}\frac{\epsilon_M(q,\omega)-1}{2\pi q}.$$
For the Dirac layer the static factor $1/E$ is replaced by
$$\frac1{2E-\omega}+\frac1{2E+\omega}=\frac{4E}{4E^2-\omega^2},$$
and the same change of variable gives
$$\alpha(\omega)=\frac g{4\pi}\int_m^\infty\frac{1+m^2/E^2}{4E^2-\omega^2}\,dE .$$
At and above the gap, $\omega$ carries a small positive imaginary part, which keeps the integral finite. Without it, $\alpha(\omega)$ would diverge logarithmically at the gap itself, $\omega=2m$.

At $\omega=0.10$ hartree, above the gap of $0.08$ hartree, with broadening $0.005$ hartree, $\alpha=1.882+3.665i$ bohr. For $q=0.001\ \mathrm{bohr}^{-1}$ the leading law gives
$$1+2\pi\times0.001\times(1.882+3.665i)=1.0118+0.0230i .$$
The matrix calculation with $L=20$ bohr gives $1.0118+0.0229i$. Absorption is present, but at small $q$ its contribution to $\epsilon_M$ is proportional to $q$.

This is RPA, without electron-hole attraction. In time-dependent density functional theory an exchange-correlation kernel is added to $\bar v$. If its matrix elements stay finite as $q\to0$ and create no instability, the argument about the two ends still holds: $\alpha(\omega)$ changes, the limit does not.

**Q.** Does all this hold for a metallic layer?

**A.** Not in the static limit. A slowly varying static potential moves electrons until the electrochemical potential is uniform. The sheet response then tends to $-\partial n_s/\partial\mu$, where $n_s$ is the electron density per area, and not to zero. In this answer $\epsilon$ is the layer-averaged function $\epsilon_{\rm layer}$. For a thin sheet,
$$\epsilon\to1+\frac{2\pi}{q}\frac{\partial n_s}{\partial\mu},$$
which diverges. The cell quantity $\epsilon_M$ also diverges as $1/q$, but it is smaller by the factor $1+(\pi L/2)\,\partial n_s/\partial\mu$, so for a metal its coefficient depends on $L$. A spin-degenerate thermal electron gas with temperature $0.01$ hartree, $\mu=0.05$ hartree and unit mass gives $\epsilon=199.7$ at $q=0.01\ \mathrm{bohr}^{-1}$ and $1988$ at $0.001\ \mathrm{bohr}^{-1}$.

At fixed nonzero frequency the electrons have no time to rearrange over a long wavelength. Without collisions, Newton's equation for the displacement $s$ is $-\omega^2s=-iqV$, so $s=iqV/\omega^2$. The induced density is $-iqn_ss=n_sq^2V/\omega^2$, and
$$\epsilon\simeq1-\frac{2\pi n_sq}{\omega^2}\to1 .$$
For $n_s=0.01594\ \mathrm{bohr}^{-2}$ and $\omega=0.1$ hartree, the computed values are $0.900$ and $0.990$ at the same two wavenumbers. They approach one from below. For a metal the order of the limits $q\to0$ and $\omega\to0$ decides the answer; for a gapped layer at zero temperature both orders give one. Thermally excited carriers make $\partial n_s/\partial\mu$ nonzero and restore the static divergence at small enough $q$. For the $2.2$ eV gap above this is negligible at room temperature, but not at $0.01$ hartree. An undoped gapless Dirac layer is a third case, with a static $\epsilon$ that tends to the constant $1+\pi g/(8u)$. The remaining values are in the numerical output below.

## Computed values

```
Kernel test: q = 0.15 1/bohr, L = 20 bohr
in-plane transform at z = 3 bohr: 26.708906 bohr
n=0: quadrature 433.88597, formula 433.88597 bohr^2
n=1: quadrature 126.82185, formula 126.82185 bohr^2
n=2: quadrature 23.39517, formula 23.39517 bohr^2
cutoff 7 bohr, n=1: true 186.4926, sine omitted 125.0134 bohr^2
head at q=0.001: 125037.477; 2 pi L/q: 125663.706 bohr^2
constant term of head: -628.3185 bohr^2
n=1 at q=0.001: 253.37845 bohr^2
n=2 at q=0.001: 0.31672 bohr^2
Dirac layer: half-gap 0.04 hartree, velocity 0.2 a.u., flavours 4
gap: 2.1769 eV
alpha: state sum 2.65258, formula 2.65258 bohr
alpha: 1.4037 angstrom
slope 2 pi alpha: 16.6667 bohr
omega=0.05, broadening 0.000 hartree: alpha 3.2152+0.0000i bohr
omega=0.10, broadening 0.005 hartree: alpha 1.8816+3.6650i bohr
layer thickness 10 bohr, alpha_zz 0.8 bohr
q (1/bohr), L (bohr): eps_M slab, eps_M bulk kernel, eps_layer
0.100, 20: 1.78542, 2.31518, 2.33732
0.100, 40: 1.43035, 1.51256, 2.33732
0.030, 20: 1.41508, 2.62452, 1.46936
0.030, 40: 1.34285, 1.77765, 1.46936
0.010, 20: 1.15783, 2.66184, 1.16323
0.010, 40: 1.14920, 1.82659, 1.16323
0.001, 20: 1.01658, 2.66662, 1.01663
  laws: slab 1.01658, bulk 2.66667
0.001, 40: 1.01650, 1.83327, 1.01663
  laws: slab 1.01650, bulk 1.83333
q=0.1, L=10 bohr: eps_layer 2.34459; isolated 2.33732
tilted, alpha_xz=0.5 bohr: I = 0.1500 1/bohr
tilted alpha: matrix 2.46471, formula 2.46469 bohr
omega=0.10, broadening 0.005 hartree, L=20 bohr:
q=0.010 1/bohr: eps_M 1.11364+0.21773i
q=0.001 1/bohr: eps_M 1.01176+0.02291i
metal: T 0.01, mu 0.05 hartree, density 0.015937 1/bohr^2
q=0.010: metal eps static 199.660, at omega=0.1 hartree 0.89978
q=0.001: metal eps static 1987.614, at omega=0.1 hartree 0.98999
```
